\section*{Ion Crossing Time in a Collisionless Child-Law Sheath, part 1}

(Sections cited here and not found follow in the second part.)

\section{The crossing time without electrons or collisions}

\subsection{Two flights with the same final speed}

An argon ion that falls through 200 V across a gap of 0.7531 mm reaches the wall at 31.08 km/s. If the field in the gap is uniform, the flight takes 48.46 ns. If the field is that of a sheath filled with the space charge of the ions themselves, it takes 72.69 ns, although the thickness, the voltage and the impact speed are the same. The field at the wall is even larger in the slower case: 3541 V/cm against 2656 V/cm.

The two times are in the ratio 3 to 2. With $s$ for the thickness and $v$ for the impact speed, they are
\begin{equation}
T_{\rm C}=\frac{3s}{v},\qquad T_{\rm U}=\frac{2s}{v},
\label{eq:main}
\end{equation}
where C stands for the Child-law sheath and U for the uniform field. The ion mass, the voltage and the current enter only through $s$ and $v$. The derivation below shows where the factor 3 comes from and what ``starting from rest'' must mean for it to hold.

\subsection{Model and conventions}

The sheath is planar. The coordinate $x$ runs from the sheath edge, $x=0$, to the wall, $x=s$. The potential $\Phi(x)$ is zero at the edge and $-V$ at the wall, with $V>0$. The field
\begin{equation}
E(x)=-\frac{d\Phi}{dx}
\end{equation}
is therefore positive when it pushes positive ions toward the wall.

The ions have charge $+e$ and mass $M$. They are cold, which means that all ions at one position have the same speed $u(x)$. They do not collide. The sheath is steady, so nothing depends on time at a fixed position. There are no electrons in the sheath, and the charge density $\rho$ is that of the ions alone. Two conditions hold at the edge:
\begin{equation}
u(0)\to0,\qquad E(0)=0 .
\label{eq:edge}
\end{equation}
The first is written as a limit for a reason that appears below. The second says that the plasma beyond the edge is shielded from the wall.

The ion energy is conserved in a static potential. An ion that enters with negligible speed has
\begin{equation}
\frac12Mu^2=-e\Phi ,\qquad \frac12Mv^2=eV .
\label{eq:energy}
\end{equation}
The second relation is the first taken at the wall, and gives $v=\sqrt{2eV/M}$.

\subsection{The field felt by a moving ion}

Charge conservation in a steady planar flow makes the current density
\begin{equation}
J=\rho u
\label{eq:continuity}
\end{equation}
the same at every $x$. Gauss's law in one dimension is
\begin{equation}
\frac{dE}{dx}=\frac{\rho}{\varepsilon_0}=\frac{J}{\varepsilon_0u}.
\label{eq:gauss}
\end{equation}
Follow one ion, at position $x(t)$, which enters at $t=0$. The field at its position changes because the ion moves through a field that varies in space. By the chain rule,
\begin{equation}
\frac{d}{dt}E\bigl(x(t)\bigr)=\frac{dx}{dt}\frac{dE}{dx}
=u\,\frac{J}{\varepsilon_0u}=\frac{J}{\varepsilon_0}.
\label{eq:dEdt}
\end{equation}
The speed has cancelled. Since the field is zero at entry, integration gives
\begin{equation}
E\bigl(x(t)\bigr)=\frac{Jt}{\varepsilon_0}.
\label{eq:Et}
\end{equation}

This result can be read directly from Gauss's law. The charge per unit area between the edge and the ion consists of the ions that entered after it. They enter at the rate $J$ and do not overtake it, since every ion repeats the same motion with a delay. After a time $t$ their charge per area is $Jt$, and the field at the ion is that charge divided by $\varepsilon_0$.

\subsection{The motion and the factor 3}

Newton's law is $M\,du/dt=eE$. With the abbreviation
\begin{equation}
k=\frac{eJ}{\varepsilon_0M}
\end{equation}
it becomes
\begin{equation}
\frac{du}{dt}=kt .
\end{equation}
The acceleration grows linearly in time, at the rate $k$. Two integrations, with $u=0$ and $x=0$ at $t=0$, give
\begin{align}
u(t)&=\int_0^t kt'\,dt'=\frac{kt^2}{2},\label{eq:ut}\\
x(t)&=\int_0^t\frac{kt'^2}{2}\,dt'=\frac{kt^3}{6}.\label{eq:xt}
\end{align}
Dividing the second by the first removes $k$:
\begin{equation}
\frac{x}{u}=\frac{kt^3/6}{kt^2/2}=\frac t3,
\qquad\text{so}\qquad t=\frac{3x}{u}.
\end{equation}
This holds at every instant of the flight. At the wall $x=s$ and $u=v$, and the crossing time is $T_{\rm C}=3s/v$.

In a uniform field the acceleration is a constant $a$. Then $u=at$ and $x=at^2/2=ut/2$, so that $t=2x/u$ and $T_{\rm U}=2s/v$. The time-averaged speeds $s/T$ are $v/3$ and $v/2$. The extra factor of $t$ in the force raises the power of $t$ in $x$ from two to three, and that power is the number in the crossing time.

\subsection{The static profile and the Child law}

The same motion fixes the potential. At the wall, $s=kT_{\rm C}^3/6$ and $v=kT_{\rm C}^2/2$. Dividing \eqref{eq:xt} and \eqref{eq:ut} by these values gives
\begin{equation}
\frac xs=\left(\frac{t}{T_{\rm C}}\right)^3,\qquad
\frac uv=\left(\frac{t}{T_{\rm C}}\right)^2=\left(\frac xs\right)^{2/3}.
\label{eq:profileu}
\end{equation}
Energy conservation \eqref{eq:energy} gives $-\Phi/V=(u/v)^2$, hence
\begin{equation}
\Phi(x)=-V\left(\frac xs\right)^{4/3},\qquad
E(x)=\frac{4V}{3s}\left(\frac xs\right)^{1/3}.
\label{eq:profile}
\end{equation}
The field at the wall is $4V/(3s)$, while the uniform field is $V/s$.

To find the current, eliminate $T_{\rm C}$ between $s$ and $v$:
\begin{equation}
\frac{v^3}{s^2}=\frac{k^3T_{\rm C}^6/8}{k^2T_{\rm C}^6/36}=\frac{9k}{2},
\qquad k=\frac{2v^3}{9s^2}.
\end{equation}
Since $J=\varepsilon_0Mk/e$ and $v^2=2eV/M$,
\begin{align}
J&=\frac{2\varepsilon_0M}{9e}\,\frac{v^2\,v}{s^2}
=\frac{2\varepsilon_0M}{9e}\,\frac{2eV}{M}\,\frac{1}{s^2}\sqrt{\frac{2eV}{M}}
\nonumber\\
&=\frac49\,\varepsilon_0\sqrt{\frac{2e}{M}}\,\frac{V^{3/2}}{s^2}.
\label{eq:child}
\end{align}
This is the Child law. For given $V$ and $J$ it determines the thickness $s$.

The crossing time also follows from the static profile alone. With $\xi=x/s$,
\begin{equation}
T_{\rm C}=\int_0^s\frac{dx}{u}
=\frac sv\int_0^1\xi^{-2/3}\,d\xi
=\frac sv\Bigl[3\xi^{1/3}\Bigr]_0^1=\frac{3s}{v}.
\label{eq:static}
\end{equation}
The integrand diverges at the edge, where the ion is slow, but the integral is finite. The ion density behaves in the same way, because $\rho=J/u$. The total ion charge per unit area in the sheath is
\begin{equation}
\int_0^s\rho\,dx=J\int_0^s\frac{dx}{u}=JT_{\rm C}.
\label{eq:charge}
\end{equation}
The crossing time thus measures how much charge the current stores in the sheath. Dividing by $\varepsilon_0$ gives the wall field, in agreement with \eqref{eq:Et} at $t=T_{\rm C}$.

\subsection{Why the stronger wall field does not help}

Both fields give the same voltage when integrated over the gap. The Child field has more of its strength near the wall and less near the edge. It is weaker than $V/s$ where
\begin{equation}
\frac43\,\xi^{1/3}<1,\qquad\text{that is}\qquad \xi<\frac{27}{64}\approx0.42 .
\end{equation}
The speed depends on the voltage already crossed, and not on the local field. In the uniform field that voltage is $V\xi$, and in the Child sheath it is $V\xi^{4/3}$. For $0<\xi<1$ the second is smaller. The ion in the Child sheath is therefore slower at every interior point, and it catches up in speed only at the wall. This is enough to make its crossing time longer.

Most of the delay arises near the edge. Up to the position $\xi$ the two flights take $3\xi^{1/3}s/v$ and $2\xi^{1/2}s/v$. At $\xi=1/8$ the difference is already $0.79\,s/v$, out of $s/v$ at the wall. From \eqref{eq:profileu}, half of the crossing time is spent on the first
\begin{equation}
\xi=\left(\frac12\right)^3=\frac18
\end{equation}
of the Child sheath. In the uniform field, $\xi=(t/T_{\rm U})^2$, and the corresponding fraction is $1/4$. Numerical integration of Newton's equation in the two static fields gave 0.1250 and 0.2500 for these positions.

The dependence on the profile can be followed through a family of potentials, $\Phi=-V\xi^p$ with $p>0$. Then $u=v\xi^{p/2}$, and for $p<2$
\begin{equation}
T=\frac sv\int_0^1\xi^{-p/2}\,d\xi=\frac{1}{1-p/2}\,\frac sv=\frac{2}{2-p}\,\frac sv .
\label{eq:family}
\end{equation}
The uniform field has $p=1$ and gives 2; the Child sheath has $p=4/3$ and gives 3. As $p$ approaches 2 the time grows without limit. The case $p=2$ belongs to a constant ion density. There the force is proportional to the distance from the edge, and an ion that starts at the edge from rest does not leave it. The Child sheath lies below this border, because its density rises steeply toward the edge and makes the field there larger than a linear law would.

\subsection{What ``from rest'' means}

At $x=0$ the Child field vanishes. An ion placed exactly there at rest feels no force, and it is fair to ask why it should move. In the static field \eqref{eq:profile}, with $eV=Mv^2/2$, the equation of motion is
\begin{equation}
\frac{d^2x}{dt^2}=\frac{eE}{M}=\frac{2v^2}{3s}\left(\frac xs\right)^{1/3}.
\label{eq:newton}
\end{equation}
One solution with $x=0$ and $u=0$ at $t=0$ is $x=0$ for all later times. Another waits until an arbitrary time $t_0\geq0$ and then follows
\begin{equation}
x=s\left(\frac{v(t-t_0)}{3s}\right)^3,\qquad t\ge t_0 .
\end{equation}
To verify this, write $\tau=t-t_0$. The second derivative is $6s(v/3s)^3\tau=2v^3\tau/(9s^2)$. The right-hand side of \eqref{eq:newton} is $(2v^2/3s)(v\tau/3s)$, which is the same. Position and speed are continuous at $t_0$. The initial state does not determine the motion, because the slope of $x^{1/3}$ is infinite at $x=0$ and the usual theorem of uniqueness does not apply.

The statement $T_{\rm C}=3s/v$ refers to the motion without waiting. This is the motion selected by a vanishingly small push or displacement. To see it for a displacement, let the ion start from rest at $x=\epsilon s$ with $0<\epsilon\ll1$. Energy conservation gives
\begin{equation}
u=v\sqrt{\xi^{4/3}-\epsilon^{4/3}} .
\end{equation}
Substitute $\xi=\epsilon z^3$. Then $d\xi=3\epsilon z^2dz$ and $u=v\epsilon^{2/3}\sqrt{z^4-1}$, while $z$ runs from 1 to $Z=\epsilon^{-1/3}$. The time is
\begin{equation}
T_\epsilon=\frac{3s}{v}\,\epsilon^{1/3}\int_1^Z\frac{z^2}{\sqrt{z^4-1}}\,dz .
\end{equation}
Write the integrand as $1+g(z)$, where $g=z^2/\sqrt{z^4-1}-1$. The function $g$ has an integrable singularity at $z=1$ and falls as $1/(2z^4)$ for large $z$. Its integral from 1 to infinity is a finite number $B$, and the part beyond $Z$ is of order $Z^{-3}=\epsilon$. Hence the integral equals $Z-1+B$ up to order $\epsilon$, and
\begin{equation}
T_\epsilon=\frac{3s}{v}\left[1-(1-B)\,\epsilon^{1/3}+O(\epsilon^{4/3})\right].
\label{eq:eps}
\end{equation}
The limit is $3s/v$, but the approach is slow, as the cube root of the displacement. Direct integration of \eqref{eq:newton} in time gave $T_\epsilon v/s=2.98203$ for $\epsilon=10^{-6}$ and $2.99982$ for $\epsilon=10^{-12}$. The shortfalls from 3 are 0.01797 and 0.00018. Their ratio is 100 within rounding, as the cube root requires, and the first gives $1-B\approx0.599$.

The other way to remove the ambiguity is to let the ions enter with a small speed. That case is closer to a real sheath, where the entry speed is small compared with $v$ but not zero.

\section{An etching sheath and the limits of the factor 3}

\subsection{Symbols and results carried over}

Ions of charge $e$ and mass $M$ cross a planar sheath from $x=0$ to $x=s$. The voltage is $V$, the impact speed $v$, the current density $J$, and $k=eJ/(\varepsilon_0M)$ is the rate at which the acceleration of an ion grows in time. For vanishing entry speed and entry field, without electrons and collisions,
\begin{equation}
v=\frac{kT_{\rm C}^2}{2},\qquad T_{\rm C}=\frac{3s}{v},\qquad
J=\frac49\varepsilon_0\sqrt{\frac{2e}{M}}\frac{V^{3/2}}{s^2}.
\label{eq:recall}
\end{equation}
The wall field is $4V/(3s)$. A uniform field with the same $s$ and $V$ has the value $V/s$ and the crossing time $T_{\rm U}=2s/v$.

\subsection{Numbers for an argon ion above a wafer}

Consider argon ions, of mass 39.948 u, in a high-density plasma at low pressure, of the kind used for directional etching of silicon. The rough typical inputs are an electron temperature of 3 eV, an ion density of $10^{11}$ cm$^{-3}$ at the sheath edge, and a sheath voltage of 200 V. The bias waveform is taken to hold this voltage constant. The results below carry more digits than such inputs justify, so that they can be compared with one another and with the numerical output. Let $T_e$ denote the electron temperature in volts, so that $eT_e$ is an energy.

The plasma delivers ions to the edge at about the Bohm speed,
\begin{equation}
u_{\rm B}=\sqrt{\frac{eT_e}{M}}=2.692\ \text{km/s}.
\end{equation}
With the edge density $n$, the current density is
\begin{equation}
J=enu_{\rm B}=4.313\ \text{mA/cm}^2 .
\end{equation}
The Child sheath uses this current but sets the entry speed to zero. That inconsistency is accepted for the moment, and its size is worked out below.

The thickness is conveniently expressed through the Debye length $\lambda_{\rm D}=\sqrt{\varepsilon_0T_e/(en)}=0.0407$ mm. Solve the Child law for $s^2$ and insert $J$:
\begin{align}
s^2&=\frac49\,\varepsilon_0\sqrt{\frac{2e}{M}}\,V^{3/2}\,
\frac{1}{en}\sqrt{\frac{M}{eT_e}}
=\frac{4\sqrt2}{9}\,\frac{\varepsilon_0}{en}\,\frac{V^{3/2}}{T_e^{1/2}}
\nonumber\\
&=\frac{4\sqrt2}{9}\,\lambda_{\rm D}^2\left(\frac{V}{T_e}\right)^{3/2}.
\label{eq:sdebye}
\end{align}
With $V/T_e=66.7$ the root is $s=18.5\,\lambda_{\rm D}$, or 0.7531 mm. The impact speed is 31.08 km/s, and $s/v=24.23$ ns. The two crossing times are
\begin{align}
T_{\rm C}&=3\times24.23\ \text{ns}=72.69\ \text{ns},\\
T_{\rm U}&=2\times24.23\ \text{ns}=48.46\ \text{ns}.
\end{align}
The stored charge provides a cross-check on the wall field. It is $JT_{\rm C}=3.135\times10^{-10}$ C/cm$^2$, and division by $\varepsilon_0$ gives 3541 V/cm, equal to $4V/(3s)$.

For ions starting from rest in a steady sheath without electrons or collisions, the crossing time is $3s/v$, against $2s/v$ in a uniform field; for the argon example these are 72.69 ns and 48.46 ns. It remains to see how the time scales and how it is affected by a finite entry speed, electrons, collisions and an alternating bias.

Numerical values quoted here were computed with a short program.
